**Trap-limited lifetime: capture law, corrections and limits**

The program examines the estimate $\tau_n=1/(N_t\sigma_nv_n)$ for electrons in a p-type model semiconductor, where $N_t$ is the trap density, $\sigma_n$ the capture cross section and $v_n$ the mean thermal speed. It asserts that random straight flights and a speed-resolved collision model reproduce the capture law and its thermal average within stated tolerances. Diffusion eigenvalues are compared with the formulas for carrier supply to a trap and for surface recombination in a slab. Linearized electron, hole and trap rate equations test the low-injection lifetime, the 10% limits on the trap level, the hole-capture bottleneck at high trap density and the addition of radiative and Auger rates. A large pulse, integrated in time, tests the dependence of the lifetime on injection. For the chosen parameters the output gives $\tau_n=50.9$ µs; the trap-limited lifetime rises from this value towards 379.5 µs at high injection. With the chosen radiative, Auger and surface losses, the low-injection lifetime is 48.8 µs.

## Numerical verification

```python
"""Trap-limited electron lifetime in a p-type model semiconductor.

Result under test: tau_n = 1/(N_t sigma_n v_n), v_n = sqrt(8kT/(pi m_n)),
is the recombination lifetime when electron capture is the slow step.
N_t: trap density; sigma_n, sigma_p: capture cross sections;
c_n, c_p: capture coefficients sigma*v; k_ratio = c_n/c_p;
n0, p0: equilibrium carriers; n1, p1: carriers if Fermi level = trap level.
Lengths in cm, densities in cm^-3, energies in eV above the valence edge.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigvalsh_tridiagonal

# Chosen model parameters
T = 300.0
gap, trap_level = 1.1, 0.55
mass_n, mass_p = 0.3, 0.5
p0, trap_density = 1e16, 1e12
sigma_n, sigma_p = 1e-15, 2e-16
diffusivity = 25.0
B_rad, C_auger = 1e-14, 1e-30
width, surface_velocity = 0.03, 10.0

kT_J = const.k * T
kT = kT_J / const.e


def mean_speed(mass):
    return 100 * np.sqrt(8 * kT_J / (np.pi * mass * const.m_e))


def band_density(mass):
    return 2e-6 * (2 * np.pi * mass * const.m_e * kT_J / const.h**2)**1.5


v_n, v_p = mean_speed(mass_n), mean_speed(mass_p)
Nc, Nv = band_density(mass_n), band_density(mass_p)
c_n, c_p = sigma_n * v_n, sigma_p * v_p
k_ratio = c_n / c_p
tau_n, tau_p = 1 / (trap_density * c_n), 1 / (trap_density * c_p)
fermi = kT * np.log(Nv / p0)
n0 = Nc * np.exp(-(gap - fermi) / kT)
ni = np.sqrt(Nc * Nv) * np.exp(-gap / (2 * kT))


def level_densities(level):
    return Nc * np.exp(-(gap - level) / kT), Nv * np.exp(-level / kT)


def lifetime_formula(excess, level=trap_level):
    n1, p1 = level_densities(level)
    return (tau_p * (n0 + n1 + excess) + tau_n * (p0 + p1 + excess)) / (
        n0 + p0 + excess)


# Band density from a direct sum over wave vectors (scaled integral)
k_thermal = np.sqrt(2 * mass_n * const.m_e * kT_J) / const.hbar
integral = quad(lambda x: x * x * np.exp(-x * x), 0, 12)[0]
assert abs(k_thermal**3 * integral / np.pi**2 * 1e-6 / Nc - 1) < 1e-8

# Straight flights among random spherical targets in a unit box
rng = np.random.default_rng(7)
targets, radius, path = 200, 0.05, 0.6
centres = rng.random((10000, targets, 3)) - 0.5
side2 = centres[:, :, 1]**2 + centres[:, :, 2]**2
x = centres[:, :, 0]
start_free = np.all((x + path / 2)**2 + side2 > radius**2, axis=1)
nearest = np.clip(x, -path / 2, path / 2)
survived = np.all((x - nearest)**2 + side2 > radius**2, axis=1)
flight_survival = survived.sum() / start_free.sum()
flight_expected = np.exp(-targets * np.pi * radius**2 * path)
# Sampling error is about 0.005; four standard errors are allowed
assert abs(flight_survival - flight_expected) < 0.02
del centres, side2, x, nearest

# Speed-resolved loss with collisions restoring the Maxwell distribution;
# speed unit sqrt(kT/m), capture rate numerically equal to speed
speed = (np.arange(300) + 0.5) * 8 / 300
weight = speed**2 * np.exp(-speed**2 / 2)
weight /= weight.sum()
collision_rate = 100 * np.sqrt(8 / np.pi)
root_w = np.sqrt(weight)
loss = np.diag(speed + collision_rate) - collision_rate * np.outer(root_w, root_w)
thermal_loss = np.linalg.eigvalsh(loss)[0]
# Finite collision rate lowers the loss rate by about 0.2 percent
assert abs(thermal_loss / np.sqrt(8 / np.pi) - 1) < 4e-3


def lowest_diffusion_rate(volumes, links, first_link, last_link):
    diagonal = np.zeros(len(volumes))
    diagonal[:-1] += links
    diagonal[1:] += links
    diagonal[0] += first_link
    diagonal[-1] += last_link
    off = -links / np.sqrt(volumes[:-1] * volumes[1:])
    return eigvalsh_tridiagonal(diagonal / volumes, off, select="i",
                                select_range=(0, 0))[0]


# One reactive sphere (radius 1, diffusivity 1) in a large closed cell
edges = np.geomspace(1, 300, 401)
mid = np.sqrt(edges[:-1] * edges[1:])
volumes = 4 * np.pi / 3 * np.diff(edges**3)
links = 4 * np.pi / (1 / mid[:-1] - 1 / mid[1:])
for ratio in (0.1, 1.0, 10.0):
    reaction = ratio * 4 * np.pi
    contact = 1 / (1 / reaction + (1 - 1 / mid[0]) / (4 * np.pi))
    rate = lowest_diffusion_rate(volumes, links, contact, 0.0)
    predicted = 1 / (1 / reaction + 1 / (4 * np.pi)) / volumes.sum()
    # Finite cell size contributes up to about 0.6 percent
    assert abs(rate / predicted - 1) < 0.01


def surface_lifetime(S):
    return width / (2 * S) + width**2 / (np.pi**2 * diffusivity)


# Slab with recombination on both faces
cells = 400
step = width / cells
for S in (10.0, 1e3, 3e3, 1e6):
    contact = 1 / (1 / S + step / (2 * diffusivity))
    rate = lowest_diffusion_rate(np.full(cells, step),
                                 np.full(cells - 1, diffusivity / step),
                                 contact, contact)
    # The interpolation itself is good to about five percent
    assert abs(rate * surface_lifetime(S) - 1) < 0.06


def equilibrium(N_t, level):
    return np.array([n0, N_t / (1 + np.exp((level - fermi) / kT))])


def rates(state, N_t, level, B=0.0, C=0.0):
    """Time derivatives of free-electron and trapped-electron densities."""
    n, trapped = state
    n1, p1 = level_densities(level)
    start = equilibrium(N_t, level)
    p = p0 + (n - start[0]) + (trapped - start[1])
    electron_capture = c_n * ((N_t - trapped) * n - trapped * n1)
    hole_capture = c_p * (trapped * p - (N_t - trapped) * p1)
    direct = (B + C * p) * (n * p - n0 * p0)
    return np.array([-electron_capture - direct,
                     electron_capture - hole_capture])


def jacobian(state, *args):
    h = 1e-10
    columns = []
    for unit in np.eye(2):
        columns.append(rates(state + 1j * h * unit, *args).imag / h)
    return np.array(columns).T


def decay_rates(N_t, level, B=0.0, C=0.0):
    matrix = jacobian(equilibrium(N_t, level), N_t, level, B, C)
    return np.sort(-np.linalg.eigvals(matrix).real)


# Detailed balance: Fermi occupation must stop both exchange processes
for level in (0.3, 0.55, 0.8):
    state = equilibrium(trap_density, level)
    net = rates(state, trap_density, level)
    gross = c_n * (trap_density - state[1]) * n0
    assert np.max(np.abs(net)) < 1e-8 * gross

# Low-injection lifetime from the linearized rate equations
slow_rate = decay_rates(trap_density, trap_level)[0]
tau_low = lifetime_formula(0.0)
assert abs(slow_rate * tau_low - 1) < 2e-3
assert abs(slow_rate * tau_n - 1) < 2e-3

# Levels at which emission lengthens the lifetime by ten percent
lower_level = kT * np.log(10 * Nv / p0)
upper_level = gap - kT * np.log(10 * k_ratio * Nc / p0)
for level in (lower_level, upper_level):
    edge_rate = decay_rates(trap_density, level)[0]
    # Electrons stored in traps give corrections below 0.1 percent
    assert abs(1 / (edge_rate * tau_n) - 1.1) < 3e-3

# Too many traps: hole capture becomes the slow step
trap_limit = p0 / k_ratio
dense_traps = 1e17
dense_slow, dense_fast = decay_rates(dense_traps, trap_level)
assert abs(dense_slow / (c_p * p0) - 1) < 0.01
assert abs(dense_fast / (c_n * dense_traps) - 1) < 0.01

# Strong radiative and Auger channels must add to the trap rate
B_test, C_test = 1e-12, 1e-28
combined = decay_rates(trap_density, trap_level, B_test, C_test)[0]
assert abs(combined / (1 / tau_low + B_test * p0 + C_test * p0**2) - 1) < 2e-3

# Large pulse followed from high to low injection
args = (trap_density, trap_level)
initial = equilibrium(*args) + np.array([1e17, 0.0])
times = np.array([1e-5, 3e-4, 6e-4, 9e-4, 1.1e-3])
pulse = solve_ivp(lambda t, y: rates(y, *args), (0, times[-1]), initial,
                  method="Radau", t_eval=times, rtol=1e-8, atol=10.0,
                  jac=lambda t, y: jacobian(y, *args))
assert pulse.success
pulse_excess = pulse.y[0] - n0
pulse_tau = np.array([-dn / rates(y, *args)[0]
                      for dn, y in zip(pulse_excess, pulse.y.T)])
assert pulse_excess[0] > 5e16 and pulse_excess[-1] < 1e15
# Unequal electron and hole excess gives errors of order k_ratio*N_t/p0
assert np.max(np.abs(pulse_tau / lifetime_formula(pulse_excess) - 1)) < 3e-3

# Derived numbers for the worked example
n1, p1 = level_densities(trap_level)
capture_radius = np.sqrt(sigma_n / np.pi)
free_path = 3 * diffusivity / v_n
supply_ratio = c_n / (4 * np.pi * diffusivity * capture_radius)
assert abs(supply_ratio / (3 * capture_radius / (4 * free_path)) - 1) < 1e-10
scatter_time = mass_n * const.m_e * diffusivity * 1e-4 / kT_J
injection_limit = 0.1 * p0 / (k_ratio - 0.1)
assert abs(lifetime_formula(injection_limit) / tau_n - 1.1) < 1e-3
tau_surface = surface_lifetime(surface_velocity)
other_rate = B_rad * p0 + C_auger * p0**2 + 1 / tau_surface
tau_effective = 1 / (1 / tau_low + other_rate)

print(f"temperature: {T:.0f} K; kT: {kT:.5f} eV")
print(f"gap: {gap:.2f} eV; trap above valence edge: {trap_level:.2f} eV")
print(f"electron, hole mass: {mass_n:.1f}, {mass_p:.1f} electron masses")
print(f"hole density p0: {p0:.1e} cm^-3")
print(f"trap density N_t: {trap_density:.1e} cm^-3")
print(f"cross sections sigma_n, sigma_p: {sigma_n:.1e}, {sigma_p:.1e} cm^2")
print(f"mean speeds v_n, v_p: {v_n:.3e}, {v_p:.3e} cm/s")
print(f"rms/mean speed: {np.sqrt(3 * np.pi / 8):.4f}")
print(f"capture coefficients c_n, c_p: {c_n:.3e}, {c_p:.3e} cm^3/s")
print(f"ratio k = c_n/c_p: {k_ratio:.3f}")
print(f"tau_n: {tau_n:.3e} s = {tau_n * 1e6:.2f} microseconds")
print(f"tau_p: {tau_p * 1e6:.1f} microseconds")
print(f"band densities Nc, Nv: {Nc:.3e}, {Nv:.3e} cm^-3")
print(f"ni: {ni:.3e} cm^-3; n0: {n0:.3e} cm^-3")
print(f"n1, p1: {n1:.3e}, {p1:.3e} cm^-3")
print(f"low-injection formula: {tau_low * 1e6:.4f} microseconds")
print(f"linearized rate equations: {1e6 / slow_rate:.4f} microseconds")
for excess in (1e14, 1e15, 1e16, 1e17):
    print(f"lifetime at excess {excess:.0e} cm^-3: "
          f"{lifetime_formula(excess) * 1e6:.2f} microseconds")
print(f"high-injection limit: {(tau_n + tau_p) * 1e6:.1f} microseconds")
print(f"excess for 10% longer lifetime: {injection_limit:.3e} cm^-3")
print(f"10% level window above valence edge: {lower_level:.3f} to "
      f"{upper_level:.3f} eV")
print(f"upper window edge below conduction edge: {gap - upper_level:.3f} eV")
print(f"trap-density limit p0/k: {trap_limit:.3e} cm^-3")
print(f"hole-capture time 1/(c_p p0): {1e9 / (c_p * p0):.2f} ns")
print(f"dense-trap test N_t: {dense_traps:.1e} cm^-3")
print(f"dense-trap fast, slow times: {1e9 / dense_fast:.3f}, "
      f"{1e9 / dense_slow:.2f} ns")
print(f"electron diffusivity: {diffusivity:.1f} cm^2/s")
print(f"capture radius, free path: {capture_radius * 1e7:.3f}, "
      f"{free_path * 1e7:.2f} nm")
print(f"sigma v/(4 pi D R): {supply_ratio:.5f}")
print(f"momentum relaxation time: {scatter_time * 1e12:.3f} ps")
print(f"flight survival, sampled and formula: {flight_survival:.3f}, "
      f"{flight_expected:.3f}")
print(f"radiative B: {B_rad:.1e} cm^3/s; Auger C: {C_auger:.1e} cm^6/s")
print(f"radiative, Auger rates: {B_rad * p0:.1f}, {C_auger * p0**2:.1f} s^-1")
print(f"slab width: {width:.3f} cm; surface velocity: "
      f"{surface_velocity:.1f} cm/s")
print(f"surface lifetime: {tau_surface * 1e6:.1f} microseconds")
print(f"trap rate, sum of other rates: {1 / tau_low:.1f}, "
      f"{other_rate:.1f} s^-1")
print(f"effective lifetime: {tau_effective * 1e6:.2f} microseconds")
print("checks complete")
```

Running it gives:

```
temperature: 300 K; kT: 0.02585 eV
gap: 1.10 eV; trap above valence edge: 0.55 eV
electron, hole mass: 0.3, 0.5 electron masses
hole density p0: 1.0e+16 cm^-3
trap density N_t: 1.0e+12 cm^-3
cross sections sigma_n, sigma_p: 1.0e-15, 2.0e-16 cm^2
mean speeds v_n, v_p: 1.965e+07, 1.522e+07 cm/s
rms/mean speed: 1.0854
capture coefficients c_n, c_p: 1.965e-08, 3.043e-09 cm^3/s
ratio k = c_n/c_p: 6.455
tau_n: 5.090e-05 s = 50.90 microseconds
tau_p: 328.6 microseconds
band densities Nc, Nv: 4.123e+18, 8.872e+18 cm^-3
ni: 3.484e+09 cm^-3; n0: 1.214e+03 cm^-3
n1, p1: 2.375e+09, 5.110e+09 cm^-3
low-injection formula: 50.9019 microseconds
linearized rate equations: 50.9019 microseconds
lifetime at excess 1e+14 cm^-3: 54.16 microseconds
lifetime at excess 1e+15 cm^-3: 80.77 microseconds
lifetime at excess 1e+16 cm^-3: 215.19 microseconds
lifetime at excess 1e+17 cm^-3: 349.60 microseconds
high-injection limit: 379.5 microseconds
excess for 10% longer lifetime: 1.574e+14 cm^-3
10% level window above valence edge: 0.235 to 0.837 eV
upper window edge below conduction edge: 0.263 eV
trap-density limit p0/k: 1.549e+15 cm^-3
hole-capture time 1/(c_p p0): 32.86 ns
dense-trap test N_t: 1.0e+17 cm^-3
dense-trap fast, slow times: 0.509, 32.86 ns
electron diffusivity: 25.0 cm^2/s
capture radius, free path: 0.178, 38.18 nm
sigma v/(4 pi D R): 0.00351
momentum relaxation time: 0.165 ps
flight survival, sampled and formula: 0.382, 0.390
radiative B: 1.0e-14 cm^3/s; Auger C: 1.0e-30 cm^6/s
radiative, Auger rates: 100.0, 100.0 s^-1
slab width: 0.030 cm; surface velocity: 10.0 cm/s
surface lifetime: 1503.6 microseconds
trap rate, sum of other rates: 19645.6, 865.0 s^-1
effective lifetime: 48.76 microseconds
checks complete
```
